# Ion energy and closest approach to a free atom

**The argument under review.** A chlorine ion of energy 500 eV strikes a silicon atom on a surface that is being etched. The author wants the distance at which the two nuclei turn back from each other, and reasons as follows: "The repulsion slows the ion until it stops. At that instant its kinetic energy has all become potential energy. The least distance is therefore found by setting the repulsive potential equal to the ion energy, $V(r)=E$."

The author also states that the silicon atom is at rest before the impact and free to recoil. My comment concerns whether the energy balance is compatible with that second statement.

## What the argument assumes

Let the ion have mass $m$ and velocity $v$, so that its laboratory energy is $E=\tfrac12 mv^2$. This is the energy on arrival at the surface, after acceleration in the plasma sheath. The target atom has mass $M$. The motion is taken as classical, non-relativistic and elastic. The potential $V(r)$ depends on the internuclear distance $r$ alone, vanishes at large $r$, and rises steadily without limit as $r$ decreases.

A change of observer shows that something is wrong. Seen by someone who moves steadily at the ion's initial velocity, the ion is at rest before the impact and the silicon atom arrives with speed $v$ and energy

$$\tfrac12 Mv^2=\frac{M}{m}E .$$

With mass numbers 35 and 28 used as masses in atomic mass units, this is $(28/35)\times500=400$ eV. The author's rule would now demand $V=400$ eV instead of 500 eV. But the least distance between two nuclei is the same for both observers, and so is the potential energy at that distance. The rule gives two answers to one question, so it cannot hold for two free particles.

The faulty step is "until it stops". At the least distance it is the separation that stops changing, which is a statement about both particles.

## The energy balance at closest approach

Take a head-on collision along the $x$ axis, with the ion at $x_1$ and the target at $x_2>x_1$. Then $r=x_2-x_1$, and at the minimum of $r$

$$\frac{dr}{dt}=\dot x_2-\dot x_1=0 .$$

The two velocities are equal; call their common value $u$. The forces on the particles are equal and opposite, and no other force acts, so the total momentum keeps its initial value:

$$mv=(m+M)u,\qquad u=\frac{m}{m+M}\,v .$$

This is not zero. The kinetic energy present at closest approach is

$$\tfrac12(m+M)u^2=\tfrac12(m+M)\frac{m^2v^2}{(m+M)^2}
=\frac{m}{m+M}\,\tfrac12mv^2=\frac{m}{m+M}E .$$

Energy conservation assigns the remainder to the potential. With $r_c$ for the true least distance,

$$V(r_c)=E-\frac{m}{m+M}E=\frac{M}{m+M}E .$$

The author's distance $r_n$ obeys $V(r_n)=E$. Since $V(r_n)>V(r_c)$ and $V$ falls as $r$ grows, $r_n<r_c$. The argument underestimates the distance of closest approach; put differently, it drives the ion too deep into the repulsion.

Does the ion ever stop in the laboratory? The repulsion always pushes it backward, so its velocity falls steadily from $v$. In an elastic head-on collision the relative velocity is finally reversed, which together with momentum conservation gives a final ion velocity $(m-M)v/(m+M)$. For $m>M$, as here, this is still positive, and the ion does not stop at any time. For $m<M$ it is negative, so the ion does stop for an instant, but later than the closest approach, where its velocity was still $u>0$. At that later instant the target carries all the momentum and moves with velocity $mv/M$. Its kinetic energy is $\tfrac12M(mv/M)^2=(m/M)E$, so even then the potential energy is not $E$.

## Why part of the energy is unavailable

The same fraction follows from a division of the kinetic energy that holds at every moment. Let $U$ be the velocity of the centre of mass and $w=v_1-v_2$ the relative velocity. Solving $mv_1+Mv_2=(m+M)U$ together with this definition gives

$$v_1=U+\frac{M}{m+M}w,\qquad v_2=U-\frac{m}{m+M}w .$$

When the kinetic energy is formed, the terms containing $Uw$ have the coefficients $mM/(m+M)$ and $-mM/(m+M)$, so they cancel. What remains is

$$\tfrac12mv_1^2+\tfrac12Mv_2^2=\tfrac12(m+M)U^2
+\tfrac12\,\frac{mM^2+Mm^2}{(m+M)^2}\,w^2 .$$

The numerator is $mM(m+M)$, so the last term equals $\tfrac12\mu w^2$ with the reduced mass $\mu=mM/(m+M)$. Momentum conservation keeps $U$ constant, and the first term cannot be drawn upon to compress the pair. Initially $w=v$, so the energy of relative motion is

$$E_{\rm rel}=\tfrac12\mu v^2=\frac{M}{m+M}E .$$

This also settles the quarrel between the two observers. For the one who keeps the ion's initial velocity, the silicon atom is the projectile, and the fraction is $m/(m+M)=35/63$. Of 400 eV this is 222 eV, the same as $28/63$ of 500 eV.

The kinetic energy of the centre-of-mass motion, $\tfrac12(m+M)U^2=278$ eV here, must be distinguished from the energy measured in the centre-of-mass frame, which is $E_{\rm rel}=222$ eV. The 278 eV are not lost, and $E_{\rm rel}$ must not be read as a limit on what the target can receive. After the head-on collision the reversed relative velocity is $w=-v$, and the expression for $v_2$ gives

$$v_2=\frac{m}{m+M}v+\frac{m}{m+M}v=\frac{2m}{m+M}v,
\qquad \tfrac12Mv_2^2=\frac{4mM}{(m+M)^2}E .$$

For the present masses the factor is $4\times35\times28/63^2=0.988$. The target leaves with 494 eV, although the potential energy never exceeded 222 eV.

## The size of the error for chlorine on silicon

To turn energies into distances a potential is needed. I use the universal screened Coulomb potential of Ziegler, Biersack and Littmark (ZBL),

$$V(r)=\frac{kZ_1Z_2}{r}\,\phi\!\left(\frac ra\right),\qquad
a=\frac{0.88534\,a_0}{Z_1^{0.23}+Z_2^{0.23}},$$

$$\phi(x)=0.18175e^{-3.19980x}+0.50986e^{-0.94229x}
+0.28022e^{-0.40290x}+0.02817e^{-0.20162x}.$$

Here $k=e^2/(4\pi\varepsilon_0)=1.43996$ eV nm, $a_0$ is the Bohr radius, $Z_1=17$ and $Z_2=14$. The screening length is $a=0.01248$ nm, and $kZ_1Z_2=342.7$ eV nm. Each term of $\phi$ decreases with $r$, and so does $1/r$; the potential therefore has the required steady fall.

The correct condition is $V(r_c)=222.2$ eV, and its solution is $r_c=0.0678$ nm. To confirm it, $r_c/a=5.43$ and $\phi=0.0439$, so $V=342.7\times0.0439/0.0678=222$ eV. The author's condition $V(r_n)=500$ eV gives $r_n=0.0517$ nm. In bohr the two distances are 1.28 and 0.98. The author's value is too small by 0.0161 nm, or 24% of the correct distance.

As a test that uses neither the centre of mass nor the reduced mass, Newton's equations for both particles were integrated in the laboratory frame from a separation of 1.5 nm. The least distance was 0.067759 nm, equal to the formula's value to all printed digits. At that moment ion and target both moved at 29.2 km/s, compared with an initial ion speed of 52.5 km/s.

The energies differ by a factor $63/28=2.25$, the distances by only 1.31. The steepness of the potential accounts for this. Define the local exponent $n(r)=-d\ln V/d\ln r$, and integrate it between the two distances:

$$\ln\frac{V(r_n)}{V(r_c)}=\int_{\ln r_n}^{\ln r_c}n\,d\ln r
=\bar n\,\ln\frac{r_c}{r_n},$$

where $\bar n$ is the average over $\ln r$. The left side is $\ln[(m+M)/M]$, hence

$$\frac{r_c}{r_n}=\left(1+\frac mM\right)^{1/\bar n}.$$

In this example $n$ is 2.84 at $r_n$ and 3.16 at $r_c$, with $\bar n=2.99$, and $2.25^{1/2.99}=1.31$. For an unscreened Coulomb repulsion $n=1$, and the distance would be wrong by the full factor 2.25. A steep potential conceals much of the energy error when one looks at distances alone.

The error is plainer if the question is turned round. To bring a free silicon atom to the author's distance, the ion needs $E(m+M)/M=500\times2.25=1125$ eV, not 500 eV.

## When the author's rule is right

If the target is held in place, an outside force supplies whatever momentum is needed. That force acts on a body that does not move, so it does no work. The ion then really stops at closest approach, and $V=E$ is correct. Integration of the motion with the silicon atom held fixed gives 0.0517 nm, the author's value.

A very heavy free target approaches the same limit, because $M/(m+M)$ tends to one. The following distances belong to the same ion energy and the same chlorine–silicon potential; only the target mass is altered, so the first and last rows are not real elements.

| $M$ (u) | $M/(m+M)$ | least distance (nm) |
|---|---|---|
| 7 | 0.167 | 0.0907 |
| 28 | 0.444 | 0.0678 |
| 280 | 0.889 | 0.0538 |

At 280 u the author's 0.0517 nm is still 4% below the correct value. For a light target the rule fails badly, since most of the energy stays in the common motion.

A surface atom is neither held nor entirely free, and the author might appeal to its bonds. The question is whether they can act in time. The ion covers a length equal to $r_c$ in about $0.068\ \text{nm}/(52.5\ \text{km/s})=1.3$ fs, and the whole decelerating approach from 0.235 nm to the turning point takes about 4 fs, while a lattice vibration of roughly 15 THz has a period of 67 fs. By closest approach the free target has moved 0.018 nm. A spring that gives it a frequency of 15 THz would store about 0.4 eV at that displacement, little beside 222 eV. With this spring included in the equations of motion, the least distance falls by 0.00004 nm.

A second silicon atom placed 0.235 nm behind the target lowers it by 0.00001 nm if that atom acts on the target alone, with the ZBL force between the silicon atoms shifted to zero at the initial spacing and switched off beyond it. The ion's own repulsion from the second atom, left out there, works the other way and is of the same size, so only the order of magnitude, about 0.00001 nm, is meaningful and not the sign. For this impact the target behaves as free up to the turning point. Its later fate, including whether it leaves the surface, does depend on bonds and neighbours.

## Impacts that are not head-on

Let the ion's initial line of flight pass the target at a distance $b$, the impact parameter. The relative motion now has angular momentum $\mu vb=\mu r^2\dot\theta$, so $\dot\theta=vb/r^2$. Its energy is

$$E_{\rm rel}=\tfrac12\mu\dot r^2+\tfrac12\mu r^2\dot\theta^2+V(r)
=\tfrac12\mu\dot r^2+E_{\rm rel}\frac{b^2}{r^2}+V(r).$$

At the least distance $\dot r=0$, and division by $E_{\rm rel}$ gives

$$\frac{V(r)}{E_{\rm rel}}+\frac{b^2}{r^2}=1 .$$

The left side decreases with $r$. Replacing $E_{\rm rel}$ by the larger $E$ lowers it at every $r$, so the value one is reached at a smaller distance. The author's substitution errs in the same direction as before. For $b=0.030$ nm the correct distance is 0.0719 nm, confirmed by integrating the motion of both particles, while the substitution gives 0.0576 nm. In a distant passage, where $V(b)$ is small compared with $E_{\rm rel}$, both solutions approach $b$ and the distinction fades.

## How far the numbers can be trusted

The fraction $M/(m+M)$ does not depend on the potential, but the distances do. As a comparison I take the Molière screening function,

$$\phi(x)=0.35e^{-0.3x}+0.55e^{-1.2x}+0.10e^{-6x},$$

with the Firsov length $a=0.88534\,a_0/(\sqrt{Z_1}+\sqrt{Z_2})^{2/3}$. The correct distance becomes 0.0770 nm and the author's 0.0573 nm. The change of potential moves $r_c$ by 0.0093 nm, more than half of the error under discussion. A distance of 0.07 to 0.08 nm is therefore a fair statement, and finer figures are useful only for comparisons within one potential. With either potential, the author's value is about a quarter too small.

Smaller corrections can be judged from the definition of $n$: a small change $\delta E_{\rm rel}$ shifts the distance by

$$\frac{\delta r_c}{r_c}\approx-\frac1n\,\frac{\delta E_{\rm rel}}{E_{\rm rel}} .$$

As an example, 4 eV of extra energy at the turning point, about the size of a chemical bond energy, should give $-0.0678\times4/(3.16\times222)=-0.0004$ nm; solving the shifted condition gives the same. This shows only the sensitivity. A bond energy belongs to the equilibrium distance and does not tell how far the true potential near 0.07 nm departs from the model.

Energy passed to electrons is no longer available for the approach and so raises the least distance. The Lindhard–Scharff estimate of the loss per unit length is

$$N\,8\pi ka_0\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac{v}{v_0},$$

where $N$ is the atomic density and $v_0$ the Bohr speed, $e^2/(4\pi\varepsilon_0\hbar)$. With a rough $N=50$ nm$^{-3}$ it gives 4.7 eV over 0.235 nm. Charging all of this to the relative motion raises $r_c$ by 0.0005 nm.

Thermal motion at 300 K, treated classically, gives the silicon atom a root-mean-square speed of 0.30 km/s along the line of impact. If it moves toward the ion at that speed, $r_c$ falls by 0.0002 nm. Zero-point motion, left out here, makes the true speed somewhat larger.

An energy of several hundred electronvolts belongs to strongly biased plasma etching. Directional atomic layer etching works with much gentler ions, of some tens of electronvolts. The free-atom fraction would be the same there, but the slower ion gives the bonds more time to act, so the target is less nearly free, and a given error in the energy would weigh more: at 50 eV the relative energy is 22 eV, and 4 eV is 18% of it. A real chlorine plasma also delivers molecular ions and a spread of energies, and the etched surface carries chlorine. Most impacts are off-centre. For $b=0.030$ nm this raises the least distance by only 0.004 nm, but the least distance always exceeds $b$, so at $b=0.10$ nm it is already above 0.10 nm. The figures above describe one atomic ion meeting one silicon atom, not an etch rate or a damage depth.

## Recommendation

The author should replace $V(r)=E$ by $V(r)=EM/(m+M)$ for the head-on impact, and use $E_{\rm rel}$ in the off-centre condition. The words "until it stops" should become "until the ion and the atom move together for an instant", and the sentence after them should say that only the energy of relative motion has become potential energy. If the original equation is kept, the target must be declared fixed, and the claim that it recoils freely must be withdrawn. The choice of potential should be stated beside any distance, since exchanging the two potentials tried here moves the distance by more than half as much as the correction itself. The values used here are in the numerical output below.

## Computed results

```
Ion mass, target mass: 35, 28 u
Ion and target atomic numbers: 17, 14
Laboratory ion energy: 500.0 eV
Coulomb constant e^2/(4 pi eps0): 1.439965 eV nm
ZBL screening length: 0.012481 nm
Fraction M/(m+M): 0.444444
Relative energy: 222.222 eV
Centre-of-mass energy: 277.778 eV
Correct closest approach, formula: 0.067759 nm
Correct closest approach, trajectory: 0.067759 nm
Correct closest approach: 1.2805 bohr
Naive closest approach: 0.051674 nm
Naive closest approach: 0.9765 bohr
Held-target trajectory distance: 0.051674 nm
Difference correct minus naive: 0.016085 nm
Ratio correct/naive: 1.3113
Naive shortfall relative to correct: 23.74 %
Initial ion speed: 52.505 km/s
Ion speed at closest approach: 29.169 km/s
Target speed at closest approach: 29.169 km/s
Kinetic energy at closest approach: 277.778 eV
Potential energy at closest approach: 222.222 eV
Target displacement at closest approach: 0.017994 nm
Final target energy, trajectory: 493.827 eV
Final transfer fraction, formula: 0.987654
Ion energy needed for naive distance: 1125.00 eV
Local exponent at naive distance: 2.8383
Local exponent at correct distance: 3.1568
Logarithmic average exponent: 2.9923
Target 7 u: fraction 0.1667, distance 0.090691 nm
Target 28 u: fraction 0.4444, distance 0.067759 nm
Target 280 u: fraction 0.8889, distance 0.053846 nm
Impact parameter: 0.030 nm
Off-centre distance, correct: 0.071933 nm
Off-centre distance, trajectory: 0.071933 nm
Off-centre distance, naive: 0.057629 nm
Moliere distance, correct: 0.077049 nm
Moliere distance, naive: 0.057319 nm
Shift, Moliere instead of ZBL: +0.009290 nm
Shift, 4 eV attraction: -0.000382 nm
Electronic loss over 0.235 nm: 4.709 eV
Shift, electronic loss: +0.000461 nm
Thermal target speed at 300 K: 0.2985 km/s
Shift, target approaching thermally: -0.000243 nm
Lattice frequency: 15.0 THz
Shift, harmonic lattice bond: -0.000037 nm
Shift, neighbour behind target: -0.000009 nm
```
